# Conduction valleys of silicon and germanium under [111] stress

**Question.** The conduction band of silicon has its minima on the six $\Delta$ axes, which run from the zone centre along $\langle100\rangle$. That of germanium has its minima at the L points, where the $\langle111\rangle$ axes meet the zone boundary. A uniaxial stress $\sigma$ is applied along [111], with tension counted positive. The strain $\varepsilon_{ij}$ is small and uniform, and its shear components are tensor components, half the engineering shears. Each band edge is non-degenerate apart from spin. Algebra is in atomic units, $\hbar=m_e=e=1$.

Use these rough typical values at 300 K, where $k_BT=0.0259$ eV:

| | $C_{11}$ (GPa) | $C_{12}$ (GPa) | $C_{44}$ (GPa) | $\Xi_u$ (eV) |
|---|---|---|---|---|
| Si, $\Delta$ | 166 | 64 | 80 | 9 |
| Ge, L | 129 | 48 | 67 | 16 |

The constant $\Xi_u$ is defined in part (a).

## (a) How many constants describe a valley?

*Show that symmetry leaves two constants in the first-order shift of each valley. Count the valleys of each kind.*

**Answer.** Let $E(\mathbf k,\varepsilon)$ be the band energy, with $\mathbf k$ labelled by coordinates that move with the strained reciprocal lattice. Strain may displace the minimum by $\delta\mathbf k=O(\varepsilon)$. The gradient of $E$ vanishes at the unstrained minimum $\mathbf k_0$, so this displacement changes the edge energy only at second order. To first order, therefore,

$$\delta E=\sum_{ij}D_{ij}\varepsilon_{ij},\qquad D_{ij}=D_{ji}.$$

The two atoms of the cell may also move relative to each other. In harmonic equilibrium that displacement is linear in the strain, so its effect is already contained in $D$.

Choose orthogonal axes 1, 2, 3 with axis 3 along the valley direction, whose unit vector is $\hat{\mathbf k}$. A crystal rotation by $\theta$ about this axis leaves the valley in place, so it must leave $D$ unchanged. For $\Delta$, $\theta=90^\circ$; for L, $\theta=120^\circ$. The fourfold operation of the diamond structure includes a translation, which has no effect on a uniform strain. Under the rotation,

$$D_{13}+iD_{23}\to e^{i\theta}(D_{13}+iD_{23}),$$

$$\tfrac12(D_{11}-D_{22})+iD_{12}\to e^{2i\theta}\left[\tfrac12(D_{11}-D_{22})+iD_{12}\right].$$

Neither phase factor equals one for either value of $\theta$, so both combinations vanish. What remains is $D_{11}=D_{22}$ and an independent $D_{33}$. Writing $D_{11}=\Xi_d$ and $D_{33}=\Xi_d+\Xi_u$ gives

$$D_{ij}=\Xi_d\,\delta_{ij}+\Xi_u\hat k_i\hat k_j,\qquad
\delta E=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}.$$

The two constants take different values for $\Delta$ and L valleys.

For the count, compare $\mathbf k_0$ with $-\mathbf k_0$. At L they are $\pm(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$. They differ by $(2\pi/a)(1,1,1)$, a reciprocal lattice vector, so they are the same state label. The eight $\langle111\rangle$ directions therefore give four valleys. A $\Delta$ minimum lies inside the zone, and $2\mathbf k_0$ is then shorter than the smallest reciprocal lattice vector on that axis, $(2\pi/a)(2,0,0)$. The two ends are distinct, and there are six valleys.

## (b) What strain does the stress produce?

*Find all strain components for a cubic crystal.*

**Answer.** With $\hat{\mathbf n}=(1,1,1)/\sqrt3$, the stress tensor is $\sigma_{ij}=\sigma\hat n_i\hat n_j=\sigma/3$ for every pair $i,j$. Hooke's law for the normal components reads

$$\frac{\sigma}{3}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),$$

together with its two cyclic partners. Subtracting one partner from another gives $(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})=0$, and similarly for the other pairs. Since $C_{11}>C_{12}$, the three normal strains are equal. Call them $e$:

$$e=\frac{\sigma}{3(C_{11}+2C_{12})}.$$

The engineering shear is $2\varepsilon_{xy}$, so $\sigma/3=2C_{44}\varepsilon_{xy}$. All three shears have the same value

$$s=\frac{\sigma}{6C_{44}}.$$

The stress thus produces a uniform change of volume, $\mathrm{Tr}\,\varepsilon=3e$, and a shear that singles out [111].

## (c) How do the valleys move?

*Obtain the shift of every valley, and identify which strain component can separate them.*

**Answer.** For a $\Delta$ valley on the $x$ axis, $\hat{\mathbf k}=(\pm1,0,0)$ and $\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}=\varepsilon_{xx}=e$. The $y$ and $z$ valleys select $\varepsilon_{yy}$ and $\varepsilon_{zz}$, which also equal $e$. Hence all six shift by

$$\delta E_\Delta=3\Xi_d e+\Xi_u e
=\frac{\sigma(\Xi_d+\Xi_u/3)}{C_{11}+2C_{12}}.$$

They remain degenerate. The shear $s$ is present in the crystal, but a vector along a cube axis has no product $\hat k_x\hat k_y$ with which to sense it at first order.

For an L valley write $\hat{\mathbf k}=(a_1,a_2,a_3)/\sqrt3$ with each $a_i=\pm1$. Then

$$\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}
=\frac13\left[3e+2s(a_1a_2+a_2a_3+a_3a_1)\right].$$

For [111] the sum of products is $3$. For $[\bar111]$, $[1\bar11]$ and $[11\bar1]$ it is $-1$. Therefore

$$\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}=
\begin{cases}e+2s,&[111]\\[2pt] e-\tfrac23s,&\text{the other three.}\end{cases}$$

The part with $e$ gives a common shift of the same form as $\delta E_\Delta$, with the L-valley constants of germanium. Relative to it, the offsets are

$$\Delta E_1=2\Xi_us=\frac{\Xi_u\sigma}{3C_{44}},\qquad
\Delta E_3=-\frac23\Xi_us=-\frac{\Xi_u\sigma}{9C_{44}}.$$

Since $\Delta E_1+3\Delta E_3=0$, the common shift is also the mean shift of the four valleys. The splitting is

$$\Delta E_1-\Delta E_3=\frac{4\,\Xi_u\sigma}{9\,C_{44}}.$$

For $\Xi_u>0$, compression lowers the [111] valley and tension lowers the other three. The splitting contains $C_{44}$ alone among the elastic constants, because it comes from the shear component $s$ alone. In the limit of large $C_{44}$, with the other constants fixed, it disappears, while the common shift survives.

## (d) How large is the effect at 1 GPa?

*Evaluate the germanium offsets for $\sigma=-1$ GPa, and find the fraction of electrons in the [111] valley. Repeat the fraction for equal tension.*

**Answer.** The germanium strains are

$$e=-\frac{1}{3(129+96)}=-0.00148,\qquad s=-\frac{1}{6\times67}=-0.00249.$$

The strain along [111] is $e+2s=-0.0065$, while along the other three valley axes it is $e-\tfrac23s=+0.0002$. The crystal shortens along the stress and hardly changes length along the other three. The offsets from the mean are

$$\Delta E_1=-\frac{16}{3\times67}=-0.080\ \text{eV},\qquad
\Delta E_3=+\frac{16}{9\times67}=+0.027\ \text{eV}.$$

The [111] valley lies $0.106$ eV below the others, equivalent to about $1200$ K when divided by $k_B$. The common shift is not evaluated, since that would need a value of $\Xi_d$ and a stated reference for the potential.

Suppose the electrons are non-degenerate and strain leaves the effective masses unchanged. The four valleys then have equal densities of states, and their populations are in the ratio of Boltzmann factors. With $\Delta=\Delta E_1-\Delta E_3$,

$$f_1=\frac{e^{-\Delta E_1/k_BT}}{e^{-\Delta E_1/k_BT}+3e^{-\Delta E_3/k_BT}}
=\frac{1}{1+3e^{\Delta/k_BT}}.$$

Under compression $\Delta/k_BT=-0.106/0.0259\approx-4.1$, which gives $f_1=0.95$. Without stress it is $1/4$. Under equal tension the exponent changes sign and $f_1=0.0055$, so nearly all the electrons share the other three valleys.

For weak stress, $e^{\Delta/k_BT}\approx1+\Delta/k_BT$ gives

$$f_1\approx\frac{1}{4+3\Delta/k_BT}\approx\frac14-\frac{3}{16}\frac{\Delta}{k_BT}.$$

The response is linear at first, and it saturates once the splitting is several $k_BT$. At an electron density of $10^{18}$ cm$^{-3}$, Fermi statistics change the compressed fraction from $0.953$ to $0.947$. Degeneracy is therefore a small correction here.

## (e) Does the silicon degeneracy depend on the linear law?

*Examine larger [111] strain, then a stress along [001], and then a small error in the stress direction.*

**Answer.** The strain of part (b) is unchanged by a threefold rotation about [111]. That rotation carries the $x$ valley to $y$ and the $y$ valley to $z$. Time reversal carries $\mathbf k$ to $-\mathbf k$ at the same energy. Together these operations connect all six $\Delta$ valleys, so terms of higher order in the strain may shift them but cannot separate them, provided the crystal keeps this symmetry. The rotation likewise permutes the three oblique L valleys and holds them together. It maps the [111] valley to itself, so nothing ties that valley to the others.

The law can be tested without assuming it, by diagonalizing a local empirical-pseudopotential Hamiltonian on a strained lattice. Let $x$ be the squared wavevector in units of $(2\pi/a)^2$. The inputs were:

- lattice constants of 5.43 Å (Si) and 5.66 Å (Ge);
- form factors at $x=3,8,11$ of $-2.86,\,0.54,\,1.09$ eV (Si) and $-3.13,\,0.14,\,0.82$ eV (Ge), joined by a quadratic in $x$ times $\tfrac12[1-\tanh(2(x-13.5))]$, evaluated at the strained wavevectors and divided by the volume ratio $\det(1+\varepsilon)$;
- plane waves with $|\mathbf k+\mathbf G|^2<20.1$ in the same units, selected at the unstrained valley;
- a relative displacement of the two atoms equal to $-\tfrac14a(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy})$.

Two simple strains, one purely $\varepsilon_{zz}$ and one purely $\varepsilon_{xy}$, sufficed to fix the constants. This gave $\Xi_u=10.4$ eV for Si and $15.0$ eV for Ge. Both are stable to these digits when the cutoff is raised to 55. The Ge value depends on the assumed displacement of the atoms: it is $14.5$ or $15.5$ eV if the coefficient $\tfrac14$ is replaced by $0.2$ or $0.3$. A strain proportional to $(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz})=(0.7,-0.4,0.2)$ and $(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy})=(0.8,-0.5,0.3)$ then tested the law in all ten valleys. The largest discrepancy in the slope was $3\times10^{-5}$ eV, against deformation potentials of order 10 eV.

At 1 GPa of [111] compression, a three-dimensional search for each silicon minimum found the six energies equal to within $10^{-11}$ eV. Terms beyond the linear law moved them together by $-0.0018$ eV ($-0.0017$ eV with the cutoff raised to 35 or 55). In the same model the germanium splitting was $-0.0997$ eV ($-0.0996$ eV at the larger cutoffs), and its nonlinear correction was about $10^{-5}$ eV or less in size. The model omits spin-orbit coupling, nonlocality and self-consistency. It tests the structure of the law; its constants are not measured values.

For stress along [001] the shears vanish and $\varepsilon_{xx}=\varepsilon_{yy}$. Hooke's law gives

$$\sigma=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx},\qquad
0=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz}.$$

Subtracting the second equation from the first,

$$\sigma=(C_{11}-C_{12})(\varepsilon_{zz}-\varepsilon_{xx}),\qquad
E_z-E_{x,y}=\frac{\Xi_u\sigma}{C_{11}-C_{12}}.$$

For silicon at $-1$ GPa this is $-9/102=-0.088$ eV: the two $z$ valleys fall below the other four. Every L valley now has $\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}=\tfrac13\mathrm{Tr}\,\varepsilon$, so the L valleys stay degenerate. The two stress directions exchange the roles of the two materials.

If the stress is tilted from [111] towards [001] by a small angle $\delta$, its direction is

$$\hat{\mathbf n}\approx\frac{(1,1,1)}{\sqrt3}+\delta\,\frac{(-1,-1,2)}{\sqrt6}.$$

To first order $\hat n_z^2-\hat n_x^2=\frac{2}{\sqrt3}\cdot\frac{3\delta}{\sqrt6}=\sqrt2\,\delta$. The difference of the normal Hooke equations now reads $(C_{11}-C_{12})(\varepsilon_{zz}-\varepsilon_{xx})=\sqrt2\,\delta\,\sigma$. One degree of tilt therefore splits the silicon valleys by $0.0022$ eV in size at 1 GPa, well below $k_BT$.

## (f) What changes at a transistor surface?

*Electrons are held at $z>0$ by a uniform surface field $F$ and a hard wall at $z=0$. Estimate the valley splitting caused by confinement on Si (001) and Ge (111), and compare it with the effect of stress. Take longitudinal and transverse masses $m_l,m_t$ of $0.92,\,0.19$ for Si and $1.60,\,0.08$ for Ge, in units of the electron mass.*

**Answer.** At the bottom of a subband the in-plane motion contributes no energy, and

$$-\frac{1}{2m_z}\psi''+Fz\psi=E\psi,\qquad\psi(0)=0.$$

Put $z=E/F+\ell\xi$ with $\ell=(2m_zF)^{-1/3}$. The equation becomes $d^2\psi/d\xi^2=\xi\psi$, whose decaying solution is the Airy function $\mathrm{Ai}(\xi)$. Its first zero is at $-a_1$, where $a_1\approx2.34$ is now a number unrelated to the signs in part (c). For the lowest level the wall condition is $-E/(F\ell)=-a_1$, so

$$E=a_1F\ell=a_1\left(\frac{F^2}{2m_z}\right)^{1/3}.$$

The valley with the heavier mass normal to the surface lies lower. For a surface normal $\hat{\mathbf n}$,

$$\frac1{m_z}=\frac1{m_t}+(\hat{\mathbf k}\cdot\hat{\mathbf n})^2\left(\frac1{m_l}-\frac1{m_t}\right).$$

On Si (001) the masses are $0.92$ for two valleys and $0.19$ for four. On Ge (111) the [111] valley has $1.60$. The others have $(\hat{\mathbf k}\cdot\hat{\mathbf n})^2=1/9$, so $1/m_z=12.5-11.875/9=11.2$ and $m_z=0.089$. The lower field below is about equal to the bulk breakdown field of germanium, roughly 0.1 MV/cm, and the higher one exceeds it. Such fields can be held only across a thin surface layer: at 0.5 MV/cm the potential drops by the band gap, about 0.66 eV, within some 13 nm, while the lowest state of an oblique valley extends about 5 nm. The resulting splittings are:

| Surface field | Si (001) | Ge (111) |
|---|---|---|
| 0.1 MV/cm | 0.026 eV | 0.050 eV |
| 0.5 MV/cm | 0.076 eV | 0.147 eV |

Thus silicon valleys that stress along [111] leaves degenerate in the bulk are still split at a (001) surface. On a (111) silicon surface all six have $(\hat{\mathbf k}\cdot\hat{\mathbf n})^2=1/3$ and equal $m_z$, so this mechanism does not split them.

On Ge (111), confinement lowers the [111] valley. In this model a uniform strain adds a constant to each valley's energy, so the two splittings add with their signs. Compression of 1 GPa along the normal assists confinement, giving a total of $0.106+0.147=0.253$ eV at the higher field. Equal tension opposes it. At 0.1 MV/cm the three oblique valleys are then lower by $0.106-0.050=0.056$ eV. At 0.5 MV/cm the [111] valley is lower by $0.147-0.106=0.041$ eV. In this uniform-field model, with the stress held fixed, the field alone reverses the order of the subband bottoms. It does not reverse the populations. The in-plane density-of-states mass is $m_t=0.08$ for the [111] valley and $\sqrt{m_lm_t^2/m_z}=0.34$ for each oblique valley, so at 300 K the [111] valley, though lower by $0.041$ eV, holds only about 30% of the electrons. In a real channel at high electron density, the electrons screen the field within the layer. This reduces the confinement splitting. When most of a 0.5 MV/cm surface field ends on channel electrons, a self-consistent Hartree treatment gives about $0.11$ eV in place of $0.147$ eV, which leaves the [111] valley lower by only about $0.01$ eV.

The elastic constants, masses and deformation potentials are rough typical values for the two materials, and a stress of order 1 GPa is relevant to strained transistor channels. There the stress usually acts in the plane of the surface, not along its normal as assumed above. Equal tension in all directions of a (111) plane differs from compression of the same size along the normal only by a hydrostatic stress, so it gives the same L splitting. A uniaxial stress in the plane needs its own strain tensor. In such a channel the assumption of part (d) that the electrons are in bulk material fails: confinement moves the germanium splitting by $0.05$ to $0.15$ eV in the estimate above. That estimate itself neglects penetration of the barrier, tunnelling, the curvature of the real potential and the change of mass with energy. If the mass grew with energy by the same relative law in every valley, the light, oblique valleys, which have the larger confinement energy, would be lowered most, and the confinement splitting would be reduced. Germanium also has a $\Gamma$ minimum, roughly $0.14$ eV above L without strain. In the compressed bulk crystal it lies roughly $0.22$ eV above the [111] valley before its own hydrostatic shift relative to L is included. The four-valley populations apply while such other minima remain several $k_BT$ above the occupied ones. The values of the main worked examples are in the numerical output.

## Values computed for the example and the checks

```
stress along [111] = -1.0 GPa (minus: compression)
temperature = 300 K, kT = 0.0259 eV
Si rough C11, C12, C44 = 166.0 64.0 80.0 GPa
Si rough Xi_u = 9.0 eV
Si normal strain = -0.001134 (no unit)
Si tensor shear strain = -0.002083 (no unit)
Ge rough C11, C12, C44 = 129.0 48.0 67.0 GPa
Ge rough Xi_u = 16.0 eV
Ge normal strain = -0.001481 (no unit)
Ge tensor shear strain = -0.002488 (no unit)
Si Delta splitting, [111] stress, linear law = 0.0000 eV
Si E(z) - E(x,y), [001] stress = -0.0882 eV
Ge singlet offset from mean = -0.0796 eV
Ge triplet offset from mean = 0.0265 eV
Ge singlet minus triplet = -0.1061 eV
Ge splitting size as temperature = 1232 K
Ge singlet fraction, no stress = 0.250
Ge singlet fraction, compression = 0.953
Ge singlet fraction, equal tension = 0.0055
-- pseudopotential test model --
Si lattice constant = 5.43 angstrom
Si form factors (3, 8, 11) = -2.86 0.54 1.09 eV
Ge lattice constant = 5.66 angstrom
Ge form factors (3, 8, 11) = -3.13 0.14 0.82 eV
internal displacement parameter = 0.5 (no unit)
Si minimum position = 0.854 (2 pi/a)
model Xi_u: Si Delta = 10.37 eV, Ge L = 15.03 eV
largest linear-law error = 2.7e-05 eV per unit strain
Si six-valley spread at full stress = 3.5e-12 eV
Ge model singlet minus triplet, linear = -0.0997 eV
Ge model L spread, [001] stress = 1.0e-11 eV
-- sizes of neglected effects --
Si common nonlinear shift (model) = -0.00176 eV
Ge nonlinear change of splitting (model) = 0.00000 eV
Si splitting from 1 degree stress tilt = 0.0022 eV
Ge electron density for degeneracy test = 1e+18 cm^-3
Ge singlet fraction with Fermi statistics = 0.947
Ge rough unstrained Gamma-L distance = 0.14 eV
Ge Gamma above singlet, no hydrostatic shift = 0.220 eV
Si rough masses ml, mt = 0.92, 0.19 m_e
Ge rough masses ml, mt = 1.60, 0.08 m_e
surface field = 0.1 MV/cm
  Si (001) confinement splitting = 0.026 eV
  Ge (111) confinement splitting = 0.050 eV
surface field = 0.5 MV/cm
  Si (001) confinement splitting = 0.076 eV
  Ge (111) confinement splitting = 0.147 eV
```
